# Type A effective diffusivity along parallel fast paths with solute segregation, part 2

Solute spreads along \(y\) in a periodic array of lattice slabs (width \(d\), diffusivity \(D_l\)) and continuous, immobile boundary plates (width \(\delta\), diffusivity \(D_b\)), stacked along \(x\). Nothing depends on the third coordinate. The concentrations \(c_l\) and \(c_b\) count solute per unit volume of the region concerned. Inside the regions

\[
\partial_t c_l=D_l(\partial_x^2+\partial_y^2)c_l,\qquad
\partial_t c_b=D_b(\partial_x^2+\partial_y^2)c_b ,
\]

and at every interface

\[
c_b=s\,c_l,\qquad D_b\,\partial_xc_b=D_l\,\partial_xc_l .
\]

The site occupancies \(\theta_l\), \(\theta_b\) obey the site-limited law

\[
\frac{\theta_b}{1-\theta_b}=K\,\frac{\theta_l}{1-\theta_l},\qquad K=e^{E_s/RT},
\]

where \(R\) is the gas constant, \(T\) the temperature and \(E_s\) the molar segregation energy, positive for attraction to the boundary. The dilute law is \(\theta_b=K\theta_l\). It makes the segregation factor \(s\) independent of concentration; for equal site densities, as in the example, \(s=K\).

Integrating over a period cancels the exchange terms at the interfaces. In Harrison's type A regime the section is close to equilibrium throughout its width, and the mean concentration \(\bar c\) over the period then obeys \(\partial_t\bar c=D_{\rm eff}\,\partial_y^2\bar c\), with

\[
D_{\rm eff}=(1-p)D_l+pD_b ,\qquad p=\frac{s\delta}{d+s\delta},
\]

where \(p\) is the equilibrium fraction of solute in the plates. The volume fraction of the plates is \(g=\delta/(d+\delta)\). The conductance \((1-g)D_l+g\,s\,D_b\) is \(D_{\rm eff}\) with its denominator \((1-g)+g\,s\) omitted. The apparent activation energy is

\[
Q_{\rm app}=-R\,\frac{\mathrm{d}\ln D_{\rm eff}}{\mathrm{d}(1/T)} .
\]

The example, a model and not a particular material, has \(T=900\) K, \(d=1\) μm, \(\delta=0.5\) nm, \(E_s=30\) kJ/mol, \(s=55.1\) and lattice occupancy \(10^{-4}\). Both diffusivities have the prefactor \(10^{-5}\) m²/s, with activation energies \(Q_l=200\) kJ/mol and \(Q_b=100\) kJ/mol.

## When the type A description holds

Lattice slabs of width \(d\) and diffusivity \(D_l\) alternate along \(x\) with plates of width \(\delta\) and diffusivity \(D_b\), and solute spreads along \(y\). At each interface \(c_b=sc_l\), and the normal flux is continuous. If the whole section is in equilibrium, a fraction \(p=s\delta/(d+s\delta)\) of the solute is in the plates, and the mean concentration diffuses with \(D_{\rm eff}=(1-p)D_l+pD_b\). The example has \(D_l=2.469\times10^{-17}\) m²/s, \(D_b=1.571\times10^{-11}\) m²/s, \(p=0.0268\) and \(D_{\rm eff}=4.21\times10^{-13}\) m²/s, with \(d=1\) μm and \(\delta=0.5\) nm.

The assumption of equilibrium across the section can be examined by solving the full two-dimensional problem for a concentration wave along \(y\). Any profile is a superposition of such waves, and short wavelengths represent its sharp features. Let every concentration vary as \(e^{iky-\lambda t}\), with wave number \(k\) and decay rate \(\lambda\). If Fick's law with \(D_{\rm eff}\) were valid for all wavelengths, the rate would be \(D_{\rm eff}k^2\). The departure of the slowest rate from this form measures the error of the type A description as long as the slowest mode carries most of the mean concentration; the exception, \(p\) near one, is taken up below.

For each \(k\) there are many modes, which differ in their shape across the section. The slowest one has no sign change across the section and shares the mirror symmetry of the array, so it is even about the middle of each slab and of each plate. With \(x\) measured from the middle of the slab and \(x'\) from the middle of the plate on its right,

\[
c_l=A\cos(q_lx)\,e^{iky-\lambda t},\qquad
c_b=B\cos(q_bx')\,e^{iky-\lambda t}.
\]

Substitution in the diffusion equations gives \(-\lambda=-D_j(q_j^2+k^2)\) for \(j=l,b\), so

\[
q_j^2=\frac{\lambda}{D_j}-k^2 .
\]

The interface lies at \(x=d/2\), which is \(x'=-\delta/2\). The concentration jump there requires

\[
B\cos\frac{q_b\delta}{2}=s\,A\cos\frac{q_ld}{2}.
\]

The derivative of \(c_l\) at the interface is \(-Aq_l\sin(q_ld/2)\). That of \(c_b\) is \(+Bq_b\sin(q_b\delta/2)\), because the plate is approached from its left side. Flux continuity is therefore

\[
-D_lAq_l\sin\frac{q_ld}{2}=D_bBq_b\sin\frac{q_b\delta}{2}.
\]

The jump condition gives \(B=sA\cos(q_ld/2)/\cos(q_b\delta/2)\). Inserting this and dividing by \(A\cos(q_ld/2)\) leads to the dispersion relation

\[
D_lq_l\tan\frac{q_ld}{2}+s\,D_bq_b\tan\frac{q_b\delta}{2}=0 .
\]

For small arguments each term has the sign of its \(q_j^2\), so the two squares must have opposite signs. With \(D_b>D_l\) the rate lies between \(D_lk^2\) and \(D_bk^2\), which makes \(q_l\) real and \(q_b\) imaginary. Writing \(q_b=i\kappa\) and using \(\tan(iz)=i\tanh z\) turns the second term into \(-sD_b\kappa\tanh(\kappa\delta/2)\). The concentration wave in the plate decays more slowly than an isolated plate would allow, because the lattice, whose own wave would decay more slowly, supplies solute to the plate at the crests of the wave and takes it up at the troughs.

For long waves the tangents can be expanded. From \(\tan z=z+z^3/3+\dots\), for a region of width \(a\),

\[
q\tan\frac{qa}{2}=\frac{a}{2}\,q^2\left(1+\frac{q^2a^2}{12}+\dots\right).
\]

Define \(\alpha_l=D_lq_l^2=\lambda-D_lk^2\) and \(\alpha_b=D_bq_b^2=\lambda-D_bk^2\). Twice the dispersion relation then reads

\[
d\,\alpha_l+\frac{d^3\alpha_l^2}{12D_l}
+s\delta\,\alpha_b+\frac{s\delta^3\alpha_b^2}{12D_b}+\dots=0 .
\]

Divide by \(d+s\delta\), using \(d/(d+s\delta)=1-p\) and \(s\delta/(d+s\delta)=p\). The terms linear in \(\alpha\) combine to

\[
(1-p)(\lambda-D_lk^2)+p(\lambda-D_bk^2)=\lambda-D_{\rm eff}k^2 ,
\]

so that

\[
\lambda=D_{\rm eff}k^2-\frac{(1-p)d^2\alpha_l^2}{12D_l}-\frac{p\,\delta^2\alpha_b^2}{12D_b}+\dots
\]

To leading order \(\lambda=D_{\rm eff}k^2\). This is the type A law, now obtained without assuming equilibrium across the section. The correction needs \(\alpha_l\) and \(\alpha_b\) to this order only:

\[
\alpha_l=(D_{\rm eff}-D_l)k^2=p(D_b-D_l)k^2,\qquad
\alpha_b=(D_{\rm eff}-D_b)k^2=-(1-p)(D_b-D_l)k^2 .
\]

Inserting the squares gives

\[
\lambda=D_{\rm eff}k^2-\beta k^4+O(k^6),
\]

\[
\beta=(D_b-D_l)^2\left[\frac{p^2(1-p)\,d^2}{12D_l}+\frac{p(1-p)^2\,\delta^2}{12D_b}\right].
\]

The coefficient \(\beta\) vanishes if the two diffusivities are equal, because no departure from equilibrium then develops across the section. Otherwise it is positive, and long waves decay more slowly than Fick's law predicts. The two terms contain the times \(d^2/D_l\) and \(\delta^2/D_b\) needed to diffuse across the slab and across the plate.

These formulas were compared with the lowest eigenvalue of a finite-volume discretisation of the section, which uses neither the trigonometric solutions nor the expansion. In units with \(d=D_l=1\), the choice \(\delta=0.1\), \(D_b=50\), \(s=8\) gives \(\beta=21.96\) from the formula and 21.97 from the eigenvalue. In that case the slab term dominates. A second choice, \(\delta=1.5\), \(D_b=3\), \(s=2\), gives the plate term one fifth of \(\beta\), and the two values are 0.0586 and 0.0587.

For short waves the type A law can fail badly. In the first of these cases at \(k=2\), \(D_{\rm eff}k^2\) is 91.1, while the dispersion relation and the eigenvalue both give 13.36. The reason is visible in the dispersion relation. As \(\lambda\) rises from \(D_lk^2\), the lattice term grows from zero and diverges at \(q_ld=\pi\), whereas the plate term stays finite. The root must therefore lie below

\[
\lambda=D_l\left(k^2+\frac{\pi^2}{d^2}\right),
\]

which is 13.87 here. However fast the plates are, the slowest mode cannot decay faster than solute can leave the interior of the slab.

To turn the expansion into a condition on time, consider a profile that has spread for a time \(t\). Its main features have wave numbers near \(k=1/\sqrt{D_{\rm eff}t}\). At this wave number the relative correction to the rate is

\[
\frac{\beta k^4}{D_{\rm eff}k^2}=\frac{\beta}{D_{\rm eff}^2t}=\frac{\tau_A}{t},\qquad
\tau_A=\frac{\beta}{D_{\rm eff}^2}.
\]

Where the expansion holds, that is for small \(q_ld\) and \(|q_b|\delta\), the type A rate is therefore accurate for \(t\gg\tau_A\). Suppose that the plates dominate transport, \(pD_b\gg D_l\), and that \(\delta\ll d\). Then \(D_{\rm eff}\approx pD_b\) and \(D_b-D_l\approx D_b\). The slab term of \(\beta\) gives

\[
\tau_A\approx\frac{D_b^2\,p^2(1-p)\,d^2}{12D_l\,p^2D_b^2}=\frac{(1-p)\,d^2}{12D_l}.
\]

The plate term is smaller by the factor \((1-p)(\delta/d)^2D_l/(pD_b)\) and can be dropped. For small \(p\) the condition becomes \(D_lt\gg d^2/12\). This is Harrison's requirement that the lattice diffusion length \(\sqrt{D_lt}\) exceed the plate spacing, here with its numerical factor for plates. The fast diffusivity has cancelled, because equilibration across the section is limited by the slow region. For \(p\) near one, \(\tau_A\) is much shorter than \(d^2/D_l\), and the expansion can be used only when \(t\) is not short compared with \(d^2/D_l\) either. At shorter times the slowest mode resides in the slabs and decays far more slowly than \(D_{\rm eff}k^2\), but it holds only a share of order \(1-p\) of the solute, so the main part of the mean profile still spreads nearly with \(D_{\rm eff}\), even for \(t<\tau_A\). If the plates contribute little, \(p(D_b-D_l)\ll D_l\), then \(D_{\rm eff}\approx D_l\), and the slab term of \(\tau_A\) is smaller than \(d^2/(12D_l)\) by the factor \((1-p)[p(D_b-D_l)/D_l]^2\). The lattice then needs little help from equilibration, since it already spreads at nearly the average rate. The slowest rate cannot fall below \(D_lk^2\), so it differs from \(D_{\rm eff}k^2\) by at most the relative amount \(p(D_b-D_l)/D_l\) at any time, including \(t<\tau_A\). The estimate \(\tau_A/t\) applies in this case only when \(q_ld\) is small, which needs \(t\) long compared with \(p(D_b-D_l)d^2/D_l^2\).

In the example \(d^2/(12D_l)=3375\) s, and the factor \(1-p=0.973\) reduces this to \(\tau_A=3284\) s, or 0.91 h. The full dispersion relation at \(k=1/\sqrt{D_{\rm eff}t}\) gives the following ratios of the slowest rate to \(D_{\rm eff}k^2\). After 1 h, with \(\sqrt{D_lt}=0.30\) μm, the ratio is 0.494. After 10 h, with \(\sqrt{D_lt}=0.94\) μm, it is 0.915. After 100 h, with \(\sqrt{D_lt}=2.98\) μm, it is 0.991, and the profile has reached \(\sqrt{D_{\rm eff}t}=389\) μm.

The estimate \(1-\tau_A/t\) gives 0.088, 0.909 and 0.991 at the same times. It is accurate at 100 h, close at 10 h and useless at 1 h, where the supposedly small correction is almost as large as the leading term. At \(t\approx\tau_A\) the type A law thus already overestimates the slowest rate by a factor of about two, and the expansion does not describe what happens at earlier times. There the solute in the plates runs ahead of the solute in the slabs, and no single diffusivity describes the mean profile. Harrison's type B denotes the regime in which each plate exchanges solute with the nearby lattice independently of its neighbours, and type C that in which the solute has hardly entered the lattice from the plates.

The criterion refers to the main part of a profile. Finer structure, such as the region close to a sharply localised source, contains larger \(k\) and can still deviate when \(t\) exceeds \(\tau_A\).

It might seem that the regime could be identified by checking whether the variance of a spreading cloud grows as \(2D_{\rm eff}t\). To see what the variance can reveal, let solute be released at \(y=0\), and define the moments \(m_j(x,t)=\int y^jc\,\mathrm{d}y\), where \(c\) and \(D\) take the values of the region at \(x\). Integrating by parts twice gives \(\int y^2\partial_y^2c\,\mathrm{d}y=2\int c\,\mathrm{d}y\), so

\[
\partial_tm_0=\partial_x(D\,\partial_xm_0),\qquad
\partial_tm_2=\partial_x(D\,\partial_xm_2)+2Dm_0
\]

within each region. Integration over a period removes the exchange terms, as it did for the mean concentration. Dividing by the total amount of solute leaves

\[
\frac{\mathrm{d}\langle y^2\rangle}{\mathrm{d}t}=2\big[(1-P)D_l+PD_b\big],
\]

where \(P(t)\) is the fraction of solute in the plates at time \(t\). The mean displacement is zero by symmetry, so \(\langle y^2\rangle\) is the variance. If the solute is released in equilibrium across the section, \(m_0\) is stationary and \(P=p\) throughout. Then

\[
\langle y^2\rangle=2D_{\rm eff}t
\]

at every time, including times far too short for type A behaviour. The variance alone therefore cannot identify the regime.

With another starting distribution \(P\) relaxes to \(p\), and the slope approaches that of the equilibrium start, while the variance keeps a constant offset from \(2D_{\rm eff}t\). In the first reduced case, solute released in the lattice alone has a variance of 0.32 times \(2D_{\rm eff}t\) at \(t=0.01\), and its later slope agrees with \(2D_{\rm eff}\) to the printed precision.

The shape of the cloud does distinguish the regimes. Consider again a start in equilibrium, and let \(T_b\) be the time that an atom has spent in plates up to time \(t\). Its steps along \(y\) are independent of its path across the section, except that their size depends on the region it occupies. For given \(T_b\), the displacement is therefore Gaussian with variance

\[
V=2D_l(t-T_b)+2D_bT_b=2D_lt+2(D_b-D_l)T_b .
\]

A Gaussian of variance \(V\) has the fourth moment \(3V^2\). Averaging over \(T_b\) gives \(\langle y^2\rangle=\langle V\rangle=2D_{\rm eff}t\) and \(\langle y^4\rangle=3\langle V^2\rangle\). The excess kurtosis, which is zero for a Gaussian, is

\[
\frac{\langle y^4\rangle}{\langle y^2\rangle^2}-3
=\frac{3\,\mathrm{Var}(V)}{\langle V\rangle^2}
=3\left(\frac{D_b-D_l}{D_{\rm eff}}\right)^2\frac{\mathrm{Var}(T_b)}{t^2}.
\]

At the very start hardly any atom has changed region. Then \(T_b=t\) with probability \(p\) and \(T_b=0\) otherwise, so \(\mathrm{Var}(T_b)=p(1-p)t^2\), and the excess kurtosis is

\[
3p(1-p)\left(\frac{D_b-D_l}{D_{\rm eff}}\right)^2 .
\]

In the example this equals 109, a value that holds only for times very short compared with \((s\delta)^2/(4D_l)\approx8\) s, the time over which the atoms that started in a plate leak into the lattice. The cloud consists of a narrow peak from the lattice and a broad, weak background from the plates, and the background supplies nearly all the variance.

At late times the kurtosis follows from the dispersion relation. The Fourier transform of the cloud is the average \(\langle e^{-iky}\rangle\), which for a symmetric cloud has the expansion

\[
\ln\langle e^{-iky}\rangle=-\frac{k^2}{2}\langle y^2\rangle
+\frac{k^4}{24}\big(\langle y^4\rangle-3\langle y^2\rangle^2\big)+\dots
\]

Once the faster modes have died out, the transform is proportional to \(e^{-\lambda t}\), and its logarithm is \(-D_{\rm eff}k^2t+\beta k^4t\) plus terms that do not grow with time. Comparing the coefficients of \(k^4\) gives \(\langle y^4\rangle-3\langle y^2\rangle^2\approx24\beta t\). Division by \((2D_{\rm eff}t)^2\) yields

\[
\frac{\langle y^4\rangle}{\langle y^2\rangle^2}-3\approx\frac{24\beta t}{4D_{\rm eff}^2t^2}=\frac{6\tau_A}{t}.
\]

In this late-time limit, \(\tau_A\) thus governs both the error in the decay rate and the approach to a Gaussian. After 100 h, \(6\times3284/360000=0.055\), so the cloud is nearly Gaussian. Both limits of the kurtosis, and the variance law for an equilibrium start, were tested in the first reduced case by propagating the moments across the discretised section. The program asserts the agreement in that case, and its output lists the two kurtosis values for the example.

The physical content of the long-time limit is an average over the section. When each atom has had time to diffuse many times across both the slabs and the plates, the fraction of time it has spent in the plates differs little from \(p\). Many visits to the plates are not enough, because an atom near an interface crosses it repeatedly within a short time. Segregation enters through that fraction. If also \(t\gg\tau_A\), all atoms share nearly the same diffusivity. This is a separate condition when slow plates hold nearly all the solute, because rare excursions into the fast slabs can then carry much of the spreading. The result no longer applies if boundary sites fill appreciably, since \(s\) then depends on concentration, or if the plates move or are interrupted. Boundaries inclined to the flux also require a different average, because solute must then cross slabs and plates in succession as well as travel along them.

## Calculated quantities

```
T = 900 K, d = 1.0 um, delta = 0.5 nm
D0 (both) = 1.0e-05 m^2/s
Q_l, Q_b, E_s = 200, 100, 30 kJ/mol
D_l = 2.4690e-17 m^2/s
D_b = 1.5713e-11 m^2/s
s = 55.096 (dimensionless)
volume fraction g = 4.9975e-04
s*delta/d = 0.02755
boundary fraction p = 0.02681
lattice occupancy = 1.0e-04
boundary occupancy, site-limited = 5.4800e-03
boundary occupancy, dilute law = 5.5096e-03
D_eff = 4.2129e-13 m^2/s = 0.4213 um^2/s
D_eff for s = 1: 7.8773e-15 m^2/s
gain from segregation = 53.48
D_eff/D_l = 1.7063e+04
denominator omitted: 4.3268e-13 m^2/s
relative error of that = 2.70 %
s = 1e+00: p = 0.00050, D_eff/D_b = 0.00050
s = 1e+02: p = 0.04762, D_eff/D_b = 0.04762
s = 1e+04: p = 0.83333, D_eff/D_b = 0.83333
s = 1e+06: p = 0.99800, D_eff/D_b = 0.99800
tau_A = 3284.3 s
d^2/(12 D_l) = 3375.1 s
t = 1 h: sqrt(D_l t) = 0.298 um, sqrt(D_eff t) = 38.9 um
  rate/(D_eff k^2) at k = 1/sqrt(D_eff t): 0.4941
t = 10 h: sqrt(D_l t) = 0.943 um, sqrt(D_eff t) = 123.2 um
  rate/(D_eff k^2) at k = 1/sqrt(D_eff t): 0.9149
t = 100 h: sqrt(D_l t) = 2.981 um, sqrt(D_eff t) = 389.4 um
  rate/(D_eff k^2) at k = 1/sqrt(D_eff t): 0.9909
excess kurtosis at start = 108.9
excess kurtosis at 100 h = 0.0547
apparent Q = 70.812 kJ/mol
apparent Q by differentiation = 70.812 kJ/mol
apparent Q for E_s = 0: 100.313 kJ/mol
Tests in reduced units (d = 1, D_l = 1):
set 1: delta, D_b, s = 0.1, 50.0, 8.0
  D_eff formula 22.7778, eigenvalue/k^2 22.7580
  beta formula 21.96251, numeric 21.96585
  k = 2: root 13.3601, eigenvalue 13.3600, D_eff k^2 91.11
set 2: delta, D_b, s = 1.5, 3.0, 2.0
  D_eff formula 2.5000, eigenvalue/k^2 2.4994
  beta formula 0.05859, numeric 0.05865
  k = 2: root 8.7134, eigenvalue 8.7134, D_eff k^2 10.00
set 1, lattice-only start, variance/(2 D_eff t) at t = 0.01: 0.3205
  late variance slope/(2 D_eff) = 1.000000
```
